# How Much of a Rough Tunnel Barrier Carries Half the Current

## Problem

A magnetic tunnel junction has two metal electrodes separated by an insulating barrier. The barrier thickness $d$ varies over the junction area as a Gaussian with mean $d_0=1.5$ nm and rms deviation $\sigma=0.10$ nm. Here $\sigma$ describes the thickness itself, not the height profile of one interface. Inside the barrier the electron amplitude decays as $e^{-\kappa x}$ with $\kappa=5.12\ \text{nm}^{-1}$.

Order the patches of the junction from thinnest to thickest. What fraction $a$ of the area, counted from the thin end, carries half of the tunneling current? How does the answer depend on $d_0$ and $\sigma$, and how far can it be trusted in a real junction?

Four assumptions define the model. Each patch conducts like a uniform film of its own thickness. All patches share one voltage, which requires the resistance of the electrodes to be negligible. Barrier height and prefactor are the same everywhere. The junction contains many independent patches.

## First estimate by scaling

The current follows the squared amplitude, so the local current density is

$$J(d)=J_0\,e^{-2\kappa d}.$$

Adding the same length to every thickness multiplies every local current by the same factor. Shares of the current do not change, so $a$ cannot depend on $d_0$. The remaining lengths are $\sigma$ and $1/\kappa$, and a pure number can depend on them only through their ratio. Take

$$s=2\kappa\sigma=2(5.12)(0.10)=1.024 .$$

This is the change in $\ln J$ when the thickness changes by one rms deviation. Since $s$ is close to one, roughness of a fraction of an atomic diameter changes the local current by a factor of about $e$.

To turn this into a number, replace the Gaussian by the simplest distribution with the same mean and rms deviation: half the area has thickness $d_0-\sigma$, the other half $d_0+\sigma$. The two currents are in the ratio $e^{s}:e^{-s}$, so the thin half carries the share

$$p=\frac{e^{s}}{e^{s}+e^{-s}}=\frac{1}{1+e^{-2s}} .$$

Within the thin half the current is uniform. Half of the total current therefore needs the fraction $(1/2)/p$ of that half:

$$a_{\rm est}=\frac12\cdot\frac{1}{2p}=\frac{1+e^{-2s}}{4}
=\frac{1+0.129}{4}\approx 0.28 .$$

The estimate is a little over a quarter of the area.

## Exact solution of the model

### The decay law

The factor 2 in the exponent matters here, so it is worth deriving. Take a rectangular barrier between $x=0$ and $x=d$, an electron at normal incidence with wave number $k$ in both electrodes, and equal masses throughout. The wave function is

$$\psi=\begin{cases}e^{ikx}+re^{-ikx}, & x<0\\ Ae^{-\kappa x}+Be^{\kappa(x-d)}, & 0<x<d\\ te^{ik(x-d)}, & x>d.\end{cases}$$

Write $f=e^{-\kappa d}$. Continuity of $\psi$ and $\psi'$ at $x=d$ gives

$$Af+B=t,\qquad -\kappa Af+\kappa B=ikt .$$

Multiply the first equation by $\kappa$. Subtracting the second gives $A$, and adding it gives $B$:

$$A=\frac{(\kappa-ik)t}{2\kappa f},\qquad B=\frac{(\kappa+ik)t}{2\kappa}.$$

At $x=0$ the conditions are

$$1+r=A+Bf,\qquad ik(1-r)=-\kappa A+\kappa Bf .$$

Multiplying the first by $ik$ and adding the second removes $r$:

$$2ik=-(\kappa-ik)A+(\kappa+ik)Bf
=\frac{t}{2\kappa}\left[(\kappa+ik)^2f-\frac{(\kappa-ik)^2}{f}\right].$$

The two terms in the bracket have moduli in the ratio $f^2:1$. For the mean thickness $f^2=e^{-15.36}\approx2\times10^{-7}$, so the first term can be dropped:

$$t\simeq-\frac{4ik\kappa f}{(\kappa-ik)^2},\qquad
T=|t|^2\simeq\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

The transmission is $|t|^2$ because the wave number is the same on both sides. The prefactor does not contain $d$, so it cancels from the shares.

The decay constant follows from $\hbar\kappa=\sqrt{2mU}$, where $U$ is the barrier height above the electron energy. For $U=1$ eV and the free electron mass it is $5.1232\ \text{nm}^{-1}$, which rounds to the given value. Solving the four matching equations numerically, with an electrode Fermi energy of 5 eV and thicknesses of 1.4 and 1.6 nm, gives a slope of $-\ln T$ equal to $10.2463\ \text{nm}^{-1}$. This agrees with twice $5.1232\ \text{nm}^{-1}$ within rounding.

### The current as a shifted Gaussian

Measure thickness in rms deviations from the mean, $d=d_0+\sigma z$. The fraction of area between $z$ and $z+dz$ is $n(z)\,dz$ with

$$n(z)=\frac{1}{\sqrt{2\pi}}e^{-z^2/2},\qquad
\Phi(z)=\int_{-\infty}^{z}n(y)\,dy ,$$

where $\Phi(z)$ is the fraction of area thinner than $d_0+\sigma z$. The Gaussian formally includes negative thickness, but that lies 15 rms deviations below the mean and has negligible weight.

The current carried by the interval is proportional to area times current density:

$$n(z)J(d_0+\sigma z)=J(d_0)\frac{1}{\sqrt{2\pi}}\exp\left(-\frac{z^2}{2}-sz\right).$$

Completing the square in the exponent,

$$-\frac{z^2}{2}-sz=-\frac{(z+s)^2}{2}+\frac{s^2}{2},$$

turns this into

$$n(z)J(d_0+\sigma z)=J(d_0)\,e^{s^2/2}\,n(z+s).$$

The current is thus distributed over thickness as a Gaussian of unchanged width, moved by $s$ rms deviations toward thin barriers. Integrating over all $z$, with $\int n(z+s)\,dz=1$, gives the mean current density

$$\langle J\rangle=J(d_0)\,e^{s^2/2}.$$

The part of the current thinner than $z$, divided by the total, is

$$\int_{-\infty}^{z}n(y+s)\,dy=\Phi(z+s).$$

Half of the current is reached when $\Phi(z+s)=1/2$. Since $\Phi(0)=1/2$ and $\Phi$ is increasing, this requires $z=-s$. The area thinner than that is

$$\boxed{a=\Phi(-2\kappa\sigma)=\Phi(-1.024)=0.153}$$

The thinnest 15 percent of the area, to the nearest percent, carries half the current. No other region of the same area carries as much, because exchanging a thin patch for a thicker one of equal area lowers the current.

For any chosen area fraction $a$ the same formulas give the current share. The boundary lies at $z=\Phi^{-1}(a)$, hence

$$C(a)=\Phi\!\left(\Phi^{-1}(a)+s\right).$$

For a fraction of 0.15 this gives 49.5 percent of the current.

### Thickness and total current

The boundary $z=-s$ corresponds to the thickness

$$d_{1/2}=d_0-2\kappa\sigma^2=1.5-2(5.12)(0.01)=1.398\ \text{nm}.$$

The current-carrying distribution is centred there. Going thinner by $\delta$ raises $\ln J$ by $2\kappa\delta$ but lowers the logarithm of the available area density by $\delta^2/(2\sigma^2)$. The sum is greatest where $2\kappa=\delta/\sigma^2$, which is the same shift.

The mean current is larger than that of a flat film of thickness $d_0$ by $e^{s^2/2}=e^{0.524}=1.69$. A flat film with the same current would have a thickness $d_{\rm eq}$ fixed by $e^{-2\kappa(d_{\rm eq}-d_0)}=e^{2\kappa^2\sigma^2}$, so

$$d_{\rm eq}=d_0-\kappa\sigma^2=1.449\ \text{nm}.$$

A thickness inferred from the current alone is therefore about 0.05 nm too small as an estimate of the mean, if roughness is ignored.

### What happens to spin

In Julliere's picture, the relative alignment of the magnetizations multiplies the current by a factor that does not depend on thickness. That factor is common to all patches. It cancels from $C(a)$, and the ratio of parallel to antiparallel conductance is untouched by roughness.

Beyond that picture, different spin channels can have different decay constants $\kappa_i$. The derivation then applies to each channel separately: half of its current flows through the area $\Phi(-2\kappa_i\sigma)$, and roughness multiplies its current by $e^{2\kappa_i^2\sigma^2}$. The faster-decaying channel is confined to a smaller area and is enhanced more. Roughness then changes the balance between the channels, and with it, in general, the magnetoresistance.

## Comparison of estimate and solution

The estimate has the correct variable $s$ and the correct independence of $d_0$, but its value, 0.28, is nearly twice the exact 0.153. Two limits show why.

**Weak roughness.** For small $s$, expanding both expressions to first order gives

$$a_{\rm est}\simeq\frac{1+(1-2s)}{4}=\frac12-\frac{s}{2},\qquad
a\simeq\frac12-s\,n(0)=\frac12-\frac{s}{\sqrt{2\pi}}=\frac12-0.40\,s .$$

Both start from one half, as they must for a flat barrier, and their slopes are similar. To first order the thin half carries the share $1/2+s\langle|z|\rangle/2$ of the current, and giving up the excess over one half takes an equal fraction of the area. The estimate falls faster because all its area lies a full $\sigma$ from the mean, whereas the mean absolute deviation of a Gaussian is only $\sqrt{2/\pi}\,\sigma=0.80\,\sigma$. The ratio of the two slopes is this same 0.80.

**Strong roughness.** For large $s$ the estimate levels off at $1/4$: even if the thick half carries nothing, half of the uniform thin half is still needed. The Gaussian has no such floor, since it always offers still thinner patches. To find how $a$ falls, integrate by parts:

$$\int_s^\infty e^{-u^2/2}du=\int_s^\infty\frac1u\left(u\,e^{-u^2/2}\right)du
=\frac{e^{-s^2/2}}{s}-\int_s^\infty\frac{e^{-u^2/2}}{u^2}du .$$

The last integral is smaller than the left side by at least a factor $s^2$, so for $s\gg1$

$$a\simeq\frac{e^{-s^2/2}}{s\sqrt{2\pi}} .$$

The following values hold $\kappa$ fixed and vary $\sigma$.

| $\sigma$ (nm) | $s$ | estimate | exact |
|---|---|---|---|
| 0.05 | 0.512 | 34 % | 30.4 % |
| 0.10 | 1.024 | 28 % | 15.3 % |
| 0.20 | 2.048 | 25 % | 2.0 % |

At $\sigma=0.20$ nm the large-$s$ formula gives 2.4 percent, about a fifth above the exact value, while the two-thickness estimate is too large by more than a factor of ten. The thin tail, absent from the estimate, decides the result there.

The first row also settles a matter of convention. If $5.12\ \text{nm}^{-1}$ were the decay constant of the current instead of the amplitude, $s$ would be 0.512 for $\sigma=0.10$ nm, and half the current would need 30 percent of the area.

## How far a real junction departs from the model

The numbers lie in the regime of junctions with an amorphous aluminium oxide barrier, for which thicknesses of 1 to 2 nm and effective barriers of one to a few eV are rough typical values. An amorphous barrier suits a continuous thickness distribution. A crystalline one changes thickness in monolayer steps, which are larger than the $\sigma$ used here. The corrections below are restored one at a time, with the other parameters fixed. They are computed for $U=1$ eV and the free electron mass. A barrier of 2.5 eV with an effective mass of 0.4 free masses has the same $\kappa$ but is less sensitive: the shift found below for a bias of 0.5 V falls from 3.6 to 1.3 percentage points, and that for the image force from 2.2 to about 0.85. Where the current law changes, the half-current area is found by numerical integration over the Gaussian. A useful guide is that if $-d\ln J/dd$ is nearly a constant $g$, the derivation above gives $a=\Phi(-g\sigma)$: a steeper law means a smaller area.

**Oblique incidence.** An electron with transverse wave number $k_\parallel$ decays with $q=\sqrt{\kappa^2+k_\parallel^2}$. The electrode's Fermi wave number limits $k_\parallel$, but the decay makes large $q$ negligible, so the upper limit can be moved to infinity. Neglecting the slower variation of the transmission prefactor and using $k_\parallel dk_\parallel=q\,dq$, the sum over directions is

$$J\propto\int_\kappa^\infty q\,e^{-2qd}\,dq=e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right).$$

The bracket also falls with $d$, so the law is steeper and the area shrinks to about 13.5 percent.

**Bias.** A voltage $V$ tilts the barrier. An electron at the emitter Fermi level meets the height $U-eVx/d$, and the semiclassical exponent becomes

$$2\kappa d\int_0^1\sqrt{1-\frac{eVu}{U}}\,du ,\qquad u=\frac{x}{d}.$$

It is still proportional to $d$, but with a smaller slope. The area grows to 15.9 percent at 0.1 V and 18.9 percent at 0.5 V. These values hold for electrons from the emitter Fermi level. Electrons at lower energy meet a higher barrier and decay faster, so the area for the total current is shifted much less. In a symmetric junction the first-order effect of the tilt cancels across the energy window between the two Fermi levels. Summing the transmission at normal incidence over that window, for a Fermi energy of 5 eV, gives 15.4 percent at 0.1 V and 16.9 percent at 0.5 V. The mean fields are 0.67 and 3.3 MV/cm, below the roughly 10 MV/cm at which thin oxides break down.

**Image force.** The electron's images in both electrodes lower the barrier by

$$\frac{e^2}{8\pi\varepsilon_0\varepsilon_r d}\left[\frac{1}{2u}+\sum_{n=1}^{\infty}\left(\frac{n}{n^2-u^2}-\frac1n\right)\right].$$

With a rough high-frequency permittivity $\varepsilon_r=3$ this is 0.22 eV at the middle of the mean barrier. Two tendencies compete: a lower barrier weakens the decay, but thin patches are lowered more than thick ones. Putting the lowered barrier into the semiclassical exponent, with no decay where the barrier vanishes, gives 17.5 percent, so the weaker decay prevails here. If $\kappa$ was itself obtained from the measured thickness dependence of the current near $d_0$, nearly all of this correction is already in it and should not be added again. The same holds for oblique incidence.

**Temperature.** Since $\kappa\propto\sqrt U$, raising the electron energy by $E$ lowers the exponent $2\kappa d$ by $cE$ to first order, with $c=\kappa d/U$. Let $F$ be the Fermi function and $b=ck_BT$. Because $e^{E/k_BT}=(1-F)/F$, the thermal average at low bias is

$$\int e^{cE}\left(-\frac{dF}{dE}\right)dE=\int_0^1\left(\frac{1-F}{F}\right)^{b}dF=\Gamma(1-b)\Gamma(1+b)=\frac{\pi b}{\sin\pi b}.$$

At 300 K and the mean thickness this factor is 1.07; the exact transmission of the rectangular barrier, for a Fermi energy of 5 eV, gives 1.06, because the energy dependence of the prefactor lowers the factor to 1.05 and the curvature of the exponent in energy raises it again. It grows slowly with $d$, which flattens the current law and moves the area to 15.5 percent.

**Lateral spreading.** A path displaced sideways by $\rho$ has length $\sqrt{d^2+\rho^2}\simeq d+\rho^2/(2d)$, so its intensity is reduced by $e^{-\kappa\rho^2/d}$. In this approximation the spot is Gaussian, with rms width $w=\sqrt{d/(2\kappa)}=0.38$ nm along each axis; the unexpanded path length gives 0.41 nm. As an estimate, let the electron feel the thickness averaged over this spot. If thickness deviations are correlated as $e^{-r^2/\ell^2}$, the averaged variance is the mean of this correlation over pairs of points in the spot. Their separation has variance $2w^2$ per axis, and each axis contributes a factor $(1+4w^2/\ell^2)^{-1/2}$, so

$$\sigma_{\rm eff}^2=\frac{\sigma^2}{1+4w^2/\ell^2}.$$

The area is 15.4 percent for $\ell=10$ nm and 16.9 percent for $\ell=2$ nm. The patch picture needs roughness that is wide compared with the spot.

**Few patches.** Suppose independent patches are 10 nm wide. A square memory cell of side 50 nm then has 25 of them, and the thinnest 15 percent is about four patches. In 4000 randomly drawn cells, counting the last patch in part where needed, the half-current area averages 17.5 percent, with a standard deviation of 4.9 percentage points between cells. For 200 junctions of side 1000 nm, with 10,000 patches each, the mean is 15.3 percent and the standard deviation 0.3 points.

For a large junction with this 1 eV barrier at low bias, and with roughness correlated over 10 nm, the image force and oblique incidence are the largest of these corrections. They shift the area by about two percentage points in opposite directions. In the 50 nm cell with patches 10 nm wide (finer roughness gives less scatter), the variation between devices is larger than any of the single shifts found above, and the Gaussian result is not a reliable prediction for an individual cell.
